Wavevector-dependent bending rigidity of a bilayer with finite interlayer shear stiffness

A bilayer has no single bending rigidity. Take two sheets that each have a rigidity of 1.5 eV and are joined by a weak shear coupling, with the parameters used below. If the pair is treated as two free sheets, its rigidity is 3 eV, and the energy of a ripple 1000 Å long comes out about 42 times too small. If it is treated as one bonded plate, its rigidity is 130 eV, and the energy of a ripple 50 Å long comes out about 13 times too large. The theorem below connects the two descriptions and shows which ripple belongs to which.

**1. Setting and assumptions**

Two identical, unstressed sheets lie at a distance d from each other. Sheet 1 is below and sheet 2 above. The algebra is in atomic units, so that ħ = 1; numbers are in eV and Å.

(A1) Each sheet is elastically isotropic in its plane, with Lamé constants λ and μ (energy per area), longitudinal stiffness C11 = λ + 2μ and bending rigidity κ0.

(A2) A relative tangential displacement s of the sheets, called the slip, costs the energy ½g|s|² per area. For an interlayer film of shear modulus C44, the stress C44|s|/d must equal g|s|, so g = C44/d.

(A3) All displacements are small enough for a quadratic energy, and qd is small for the wavevectors q considered. Terms of relative order (qd)² are not controlled.

(A4) The bilayer is symmetric under reflection in its middle plane.

Let u1 and u2 be the in-plane displacements, h the mean height, w = u2 − u1 and U = (u1 + u2)/2. Every field is expanded as f(r) = Σ f_q exp(iq·r), so the area average of f² is Σ|f_q|². Energies per area are given for one term of this sum, and the index q is dropped.

The change of spacing, b = h2 − h1, can be left out. Reflection exchanges the sheets and reverses heights, so h1 → −h2 and h2 → −h1. Hence h and w change sign, while b and U do not. A symmetric quadratic energy has no product of an odd and an even quantity, so b stays zero when h is imposed.

**2. Two lemmas**

**Lemma 1 (slip).** To first order in the displacements,

s = w + d∇h.

Proof. The vector from a point of sheet 1 to its partner in sheet 2 has in-plane part w and vertical part d. Along the x direction the local tangent is (1, ∂h/∂x) to first order. The projection of the vector on this tangent is w_x + d ∂h/∂x. The y direction is treated in the same way. ∎

A rigid rotation through a small angle θ confirms the sign. It gives h = θx, and a point at height z moves sideways by −θz. The sheets are separated by d in z, so w_x = −θd and s = 0. A rotation costs no shear energy, as it must.

**Lemma 2 (energy).** Let w_L be the component of w along q. With U and the transverse component of w at their minimum, the energy per area is

E = ½[2κ0q⁴|h|² + (C11q²/2)|w_L|² + g|w_L + iqdh|²].

Proof. Each sheet has bending energy ½κ0q⁴|h|², because ∇²h becomes −q²h. Two sheets give the first term. The Gaussian curvature contributes nothing to a periodic ripple, since its integral is a boundary term.

The stretching energy of one sheet is ½[λ(∇·u)² + 2μ Σ ε_ij²]. Put q along x. The strains have magnitudes ε_xx = qu_L and ε_xy = ε_yx = qu_T/2, so the energy is

½[λq²|u_L|² + 2μ(q²|u_L|² + 2·q²|u_T|²/4)] = ½[C11q²|u_L|² + μq²|u_T|²].

For the sum over sheets, insert u1 = U − w/2 and u2 = U + w/2. The cross terms cancel:

|u1|² + |u2|² = 2|U|² + ½|w|².

The slip does not contain U, so U enters through a positive square alone and vanishes at the minimum. Since ∇h = iqh points along q, the transverse slip is w_T, with energy ½(μq²/2 + g)|w_T|². It does not couple to h and also vanishes. The longitudinal terms remain. ∎

The proof shows why C11 enters rather than Young's modulus. The ripple extends uniformly along y, and transverse strain is not excited, so the sheets cannot lower their energy by contracting sideways.

**3. The theorem**

**Theorem.** Under (A1) to (A4), the smallest energy per area at given h is ½κ(q)q⁴|h|², with

κ(q) = 2κ0 + (C11d²/2)/(1 + q²l²), l² = C11/(2g).

Proof. Write w for w_L and a = C11q²/2. The derivative of E with respect to the complex conjugate of w must vanish:

aw + g(w + iqdh) = 0.

The definition of l gives a/g = q²l². Dividing by g and solving for w,

w = −iqdh/(1 + q²l²).

This is a minimum because a + g > 0. The slip that remains is

s = w + iqdh = iqdh · q²l²/(1 + q²l²).

The stretching and shear terms, with a = gq²l², add up to

a|w|² + g|s|² = gq²d²|h|² (q²l² + q⁴l⁴)/(1 + q²l²)².

The numerator is q²l²(1 + q²l²), so one factor of the denominator cancels:

a|w|² + g|s|² = gl²d²q⁴|h|²/(1 + q²l²).

Since gl² = C11/2, this equals q⁴|h|² times the second term of κ(q). Adding 2κ0q⁴|h|² completes the proof. ∎

The quantity iqdh is a mismatch that the curved shape imposes on the two sheets. It is shared between stretching, with stiffness a, and slip, with stiffness g. They act as springs in series, with combined stiffness ag/(a + g). The softer spring takes most of the mismatch: stretching at long wavelength, where a is small, and slip at short wavelength.

**Remark (unequal sheets).** Let the sheets have stiffnesses C₁ and C₂ and rigidities κ₁ and κ₂, and hold the spacing fixed, since (A4) no longer removes b. At given w, the energy ½q²(C₁|u1|² + C₂|u2|²) is smallest when C₁u1 + C₂u2 = 0. Then u1 = −C₂w/(C₁ + C₂) and u2 = C₁w/(C₁ + C₂), and the energy is ½q²C_r|w|² with C_r = C₁C₂/(C₁ + C₂). In the theorem C_r replaces C11/2, and κ₁ + κ₂ replaces 2κ0. A much softer sheet therefore limits the added rigidity to about its own stiffness times d².

**4. The two limits, and when the sheets are independent**

**Corollary.** For ql ≪ 1 and for ql ≫ 1 respectively,

κ(q) = 2κ0 + C11d²/2 − (C11d²/2)q²l² + …

κ(q) = 2κ0 + gd²/q² + …

Proof. The first line uses 1/(1 + x) = 1 − x + … with x = q²l². The second uses 1/(1 + x) = 1/x − … and C11/(2l²) = g. ∎

The long-wave value can be checked directly. Without slip, a curvature h″ strains the sheets by +(d/2)h″ and −(d/2)h″. Their energy is 2·½C11(d/2)²h″² = ½(C11d²/2)h″², which is the added rigidity with its factor of one half.

The short-wave limit needs more care. At q = 1/l the added part has fallen to half, but half of a large number may still far exceed 2κ0. Define

R = (C11d²/2)/(2κ0) = C11d²/(4κ0).

The added part divided by 2κ0 is R/(1 + q²l²). It equals 1 at ql = √(R − 1), provided R > 1, and 1/10 at ql = √(10R − 1). For independent sheets the remainder gd²/q² must be small beside 2κ0:

q² ≫ gd²/(2κ0).

Multiplying by d² gives (qd)² ≫ gd⁴/(2κ0). This agrees with the requirement that qd be small only if

gd⁴ ≪ 2κ0.

The formula always tends to 2κ0 as q grows, but a bilayer with R well above 1 reaches that value within the range of the theory only if its shear coupling is this weak. At fixed q, the limit g → 0 does give two independent sheets, and g → ∞ gives the bonded plate.

**5. Lattice dynamics**

**Proposition.** Let each sheet have mass ρ per area. If in-plane motion follows the height without delay, the flexural frequency obeys

ω² = κ(q)q⁴/(2ρ).

The uniform shear mode has ω_s² = 2g/ρ. To leading order, in-plane inertia lowers the flexural frequency at q = 1/l by the fraction d²/(32l²).

Proof. With U = 0, the kinetic energy per area is ½[2ρ|ḣ|² + (ρ/2)|ẇ|²]. If the second term is dropped, w takes its static value and 2ρω² = κ(q)q⁴. For the shear mode at q = 0, the equation of motion is (ρ/2)ω²w = gw, which gives ω_s².

To include inertia at first order, insert the static w into the kinetic energy. The error in w changes the result only at second order, because the potential energy is stationary in w. The mass 2ρ becomes 2ρ(1 + |w/h|²/4). At q = 1/l the theorem gives |w/h| = d/(2l), so the relative increase in mass is d²/(16l²). The frequency varies as mass to the power −½, which halves this fraction and makes it a decrease. ∎

At long wavelength ω = q²√(κ(0)/(2ρ)). Where the sheets are independent, ω = q²√(κ0/ρ), the frequency of a single sheet. Between these ranges the dispersion is not quadratic.

**6. Worked example**

The following round parameters lie in the rough regime of bilayer graphene: C11 = 22 eV/Å², μ = 9 eV/Å², κ0 = 1.5 eV, d = 3.4 Å, g = 0.01 eV/Å⁴ and ρ = 4.6 u/Å². The numerical output after the text writes κ as k and κ0 as k0.

The added rigidity is C11d²/2 = 22 × 11.56/2 = 127 eV, so κ(0) = 3 + 127 = 130 eV. The crossover length is

l = √(22/0.02) Å = √1100 Å = 33.2 Å = 3.32 nm.

The added part is halved at the wavelength 2πl = 208 Å, or 20.8 nm, where κ = 3 + 63.6 = 66.6 eV. This is still 22 times the value for independent sheets.

Here R = 127.16/3 = 42.4. The added part falls to 2κ0 at q = √41.4/33.2 = 0.194 Å⁻¹, a wavelength of 32 Å, where qd = 0.66. It falls to a tenth of 2κ0 at q = 0.62 Å⁻¹, where qd = 2.1. That lies outside the range of the theory. The reason is that gd⁴/(2κ0) = 0.45 is not small. In this model the bonded-plate limit is well described, but nearly complete independence is not reached where the continuum can be trusted.

A discrete model tests the formula without assuming Lemma 1. Two parallel chains have atoms 0.5 Å apart, with stretching springs and bending terms that reproduce C11 and κ0. Vertical springs and diagonal springs with a horizontal reach of 1 Å join the chains, and the diagonals are scaled to give g. The slip law then follows from the bond directions. With the mean height imposed and all other coordinates relaxed, the rigidities are:

wavelength 1000 Å: formula 124.9 eV, chains 124.9 eV
wavelength 200 Å: formula 64.0 eV, chains 64.0 eV
wavelength 50 Å: formula 9.92 eV, chains 9.91 eV
wavelength 20 Å: formula 4.16 eV, chains 4.14 eV

Over the six wavelengths computed, from 1000 to 20 Å, the largest difference is 0.5 % in rigidity and 0.3 % in flexural frequency. At 20 Å, qd = 1.07, so that row compares two models outside the range in which either is controlled for a real bilayer. The chains confirm the elimination of in-plane motion and the slip geometry. They do not represent the real lattice of a material. The smallness of the differences reflects the fine atom spacing and the short reach of the diagonals. A honeycomb lattice with longer interlayer bonds departs from the formula by about 1 % at 50 Å and by several per cent at 20 Å.

Weaker coupling brings the short-wave limit into range. With the other parameters fixed, let the added part be a tenth of 2κ0 at qd = 0.5. The condition q²l² = 10R − 1 then requires g = 5.6 × 10⁻⁴ eV/Å⁴, which is 18 times smaller than before. The formula gives 1.1 × 3 = 3.30 eV, and the chains also give 3.30 eV.

For the original g, the flexural mode at q = 1/l has an energy of 1.6 × 10⁻⁴ eV and the uniform shear mode 4.3 × 10⁻³ eV. The in-plane motion is thus fast enough to follow this ripple. The inertial correction is 11.56/(32 × 1100), or 0.03 % of the flexural frequency.

**7. Effects outside the harmonic static theory**

**Thermal slip.** The shear stiffness comes from a registry energy that is periodic in s, so thermal slip softens it. Write v = iqdh. The bending term becomes ½(2κ0q²/d²)|v|², and s = w + v. At fixed s, stretching and bending are in series and give the stiffness c_Lq², with

1/c_L = 2/C11 + d²/(2κ0).

Transverse slip has c_T = μ/2 by Lemma 2. In classical statistics each slip mode has mean square k_BT/(g + cq²) divided by the total area of the bilayer. Integrating q dq/(2π) up to a cutoff Q gives

⟨s²⟩ = (k_BT/4π) Σ (1/c) ln(1 + cQ²/g), summed over c = c_L, c_T.

Model the registry energy as a cosine of period 2.1 Å, with G = 2π/(2.1 Å). Its curvature is proportional to cos(Gs_x). For Gaussian slip with ⟨s_x²⟩ = ⟨s²⟩/2, the mean curvature is reduced by the factor exp(−G²⟨s²⟩/4).

At 300 K, k_BT = 0.0259 eV. The cutoff Q = 1/d gives an rms slip of 0.11 Å and lowers g by 2 %. A cutoff at the radius of a disc with the area of the Brillouin zone, 1.55 Å⁻¹ for a primitive cell of 5.2 Å², gives 0.19 Å and 8 %. The second estimate shows only the order of magnitude, because the continuum fails there and the flexural energy of 0.09 eV exceeds k_BT. Since l varies as g to the power −½, these reductions lengthen l by about 1 % and 4 %. All these percentages belong to the cosine model. The registry energy of AB-stacked graphene also has a cubic term at its minimum, which the cosine lacks and which can change the softening noticeably.

**Stretching by finite height.** A ripple A cos(qx) between fixed ends has the strain ∂u/∂x + ½(∂h/∂x)². Its mean is fixed at q²A²/4, because ∂u/∂x averages to zero. The energy is smallest when the strain is uniform, which gives 2·½C11(q²A²/4)² = C11q⁴A⁴/16 per area for the two sheets. The mean bending energy is κq⁴A²/4. Hence

stretching energy/bending energy = C11A²/(4κ).

For A = 1 Å at q = 1/l this is 22/(4 × 66.6) = 0.08. A finite height also carries the slip out of the quadratic range of (A2), because its amplitude qdA · q²l²/(1 + q²l²) must stay small beside 1/G = 0.33 Å. In the cosine model a ripple with A = 1 Å lowers κ by 0.1 % at q = 1/l but by 6 % at a wavelength of 50 Å, and A = 2 Å lowers it there by 22 %. Strongly bent bilayers are therefore softer than the theorem predicts.

For a thermal ripple on a square with side L = 2π/q, equipartition sets L²κq⁴A²/4 = k_BT/2. With A set to this rms value, the ratio at q = 1/l is 0.002, and it reaches 0.1 near L = 3000 Å, or 300 nm. The ratio of the thermal mean energies is three times larger, because ⟨A⁴⟩ = 3⟨A²⟩² for a Gaussian amplitude. It reaches 0.1 near L = 1700 Å. This estimate treats one ripple alone and leaves out the stretching caused by all the others, so it does not show up to which wavelength the harmonic theory holds at 300 K. To first order in the anharmonic coupling, the other ripples raise κ at 300 K by about 3 % at 208 Å and 12 % at 1000 Å, and by an amount comparable to κ itself at 3000 Å. The long-wave plateau should therefore be read as a harmonic value.

**8. Reading the result for a real channel**

The parameters are rough values for bilayer graphene in registry, and the rigidities are results of the model, not measurements. The usual AB stacking of graphene does not have the reflection symmetry of (A4). It has an inversion centre instead, and it allows a coupling between slip and in-plane strain that the model leaves out. One assumption that a suspended device can break is the absence of stress. A tension τ along q adds ½τq²|h|² to the energy, and so adds τ/q² to the apparent rigidity. At q = 1/l this equals κ itself when τ = 66.6/1100 = 0.061 eV/Å². With the width held fixed, the corresponding strain is τ/(2C11) = 0.0014. A built-in strain of only 0.14 % thus doubles the apparent rigidity at a wavelength of 21 nm, and its effect grows at longer wavelengths. A channel attached to a substrate also feels a restoring force on h, which this theorem does not contain. To infer g from measured ripples or flexural frequencies, the tension and the support must either be known or be fitted together with g over a wide range of wavelengths. Short wavelengths alone do not suffice, because for ql ≫ 1 the shear term gd²/q² and the tension term τ/q² have the same form. Without tension or support, and with x = q²l², which varies as 1/g, the theorem gives the relative sensitivity d ln κ/d ln g = Rx/[(1 + x)(1 + x + R)]. It is largest at x = √(1 + R), which here is a wavelength of 81 Å.

Numbers as computed

```
Rough model inputs, regime of bilayer graphene
C11 = 22.0 eV/A^2; shear modulus mu = 9.0 eV/A^2
k0 = 1.50 eV; spacing d = 3.40 A; g = 0.010 eV/A^4
mass density per sheet = 4.60 u/A^2
registry period = 2.10 A; cell area = 5.20 A^2
temperature = 300 K; kT = 0.02585 eV
independent-sheet rigidity 2*k0 = 3.00 eV
added rigidity C11*d^2/2 = 127.16 eV
long-wave rigidity k(0) = 130.16 eV
crossover length l = 33.17 A = 3.317 nm
crossover wavevector 1/l = 0.03015 1/A
crossover wavelength 2*pi*l = 208.4 A = 20.84 nm
k at q=1/l = 66.58 eV
R = C11*d^2/(4*k0) = 42.387
added part equals 2*k0 at q = 0.1940 1/A, q*d = 0.659
  corresponding wavelength = 32.39 A
added part is 10% of 2*k0 at q = 0.6200 1/A, q*d = 2.108
g*d^4/(2*k0) = 0.445
wavelength (A), k formula (eV), k ladder (eV)
   1000.0    124.868    124.868
    500.0    111.341    111.343
    200.0     63.969     63.970
    100.0     26.801     26.797
     50.0      9.922      9.912
     20.0      4.161      4.139
largest ladder difference in k = 0.519 %
largest ladder difference in frequency = 0.261 %
g for the 10% condition at q*d=0.5: 5.626e-04 eV/A^4
  ladder rigidity there = 3.297 eV; g reduced 17.8 times
flexural mode energy at q=1/l = 1.581e-04 eV
uniform shear mode energy = 4.263e-03 eV
inertia shift of frequency at q=1/l = -0.0328 %
slip per ripple height at q=1/l = 0.0513 A/A
thermal slip, cutoff 1/d = 0.294 1/A:
  rms = 0.1054 A; g factor = 0.9755
thermal slip, cutoff zone radius = 1.555 1/A:
  rms = 0.1916 A; g factor = 0.9211
flexural energy at zone radius = 0.0899 eV (continuum)
stretch/bend energy, 1 A ripple at q=1/l = 0.0826
thermal stretch/bend ratio at q=1/l = 1.787e-03
single-ripple ratio reaches 0.1 at wavelength 3047 A = 305 nm
```
